# Mean nearest-neighbour spacing of random defects in a two-dimensional channel

Suppose the point defects in a two-dimensional channel are located one by one, and the distance from each to its nearest neighbour is averaged. The result is 1.58 nm. If this distance is taken to be the inverse square root of the defect density, the inferred density is \(4\times10^{17}\ \mathrm{m^{-2}}\). For randomly placed defects the true density is \(1\times10^{17}\ \mathrm{m^{-2}}\), four times smaller. The same confusion in the other direction starts from the known density, predicts a typical gap of 3.16 nm, and so misses the many defects that sit much closer together.

Two lengths are involved. For an areal density \(n\), meaning the number of defects per unit area, define

\[
s=\frac{1}{\sqrt n},\qquad d=\text{mean distance from a defect to its nearest neighbour}.
\]

The first depends on the density alone. The second depends also on how the defects are arranged. For independent, uniformly distributed defects, \(d=s/2\).

## Back-of-envelope estimate

The density of interest is \(10^{13}\ \mathrm{cm^{-2}}\). Since \(1\ \mathrm{cm^{-2}}=10^4\ \mathrm{m^{-2}}\),

\[
n=10^{13}\times10^{4}\ \mathrm{m^{-2}}=10^{17}\ \mathrm{m^{-2}}.
\]

The average area per defect is \(1/n=10^{-17}\ \mathrm{m^2}=10\ \mathrm{nm^2}\). A square of this area has side

\[
s=\sqrt{10\ \mathrm{nm^2}}=3.16\ \mathrm{nm}.
\]

If the defects formed a square lattice, each would have its nearest neighbours at exactly this distance. Random defects do not keep to their own squares, so another estimate is needed.

Draw a disk of radius \(r\) around one defect. With no correlation between positions, the disk contains on average \(n\pi r^2\) other defects. The nearest neighbour should be found at about the radius where this number reaches one:

\[
n\pi r_1^2=1
\quad\Longrightarrow\quad
r_1=\frac{1}{\sqrt{\pi n}}=0.56\,s\approx1.8\ \mathrm{nm}.
\]

This is already much shorter than \(s\). The reason is geometrical: a disk of radius \(s\) has area \(\pi s^2=\pi/n\), so it holds on average \(\pi\) other defects, not one.

The estimate fixes the scaling with \(n^{-1/2}\), but the choice of "one" as the threshold was a guess. The numerical factor requires the probability distribution of the distance.

## Controlled derivation

### The probability of an empty disk

Place \(N\) defects on a sheet of area \(A\), each independently of the others and with equal probability per unit area. Treat them as points and measure distances in the plane. To remove edges, let the sheet be a square with opposite sides joined, so that every defect has the same surroundings.

Choose one defect and draw a disk of radius \(r\) around it, small enough not to overlap itself across the joined sides. A given other defect falls inside with probability \(\pi r^2/A\), and outside with probability \(1-\pi r^2/A\). There are \(N-1\) others, and their positions are independent, so the probabilities multiply. The probability that the disk contains no other defect is

\[
S_N(r)=\left(1-\frac{\pi r^2}{A}\right)^{N-1}.
\]

An empty disk means that the nearest neighbour is farther away than \(r\). Thus \(S_N(r)\) is the probability that the nearest-neighbour distance exceeds \(r\).

Now enlarge the sheet at fixed density \(n=N/A\). Substituting \(A=N/n\) and taking the logarithm gives

\[
\ln S_N(r)=(N-1)\ln\left(1-\frac{\pi n r^2}{N}\right).
\]

For fixed \(r\) and large \(N\), the second term in the bracket is small. Using \(\ln(1-x)=-x+O(x^2)\),

\[
\ln S_N(r)=-\frac{N-1}{N}\,\pi n r^2+O\!\left(\frac1N\right)
\longrightarrow-\pi n r^2 .
\]

The limiting probability is therefore

\[
S(r)=e^{-\pi n r^2}.
\]

The exponent is minus the mean number of other defects in the disk. At the radius \(r_1\) of the rough estimate this number is one, and the disk is still empty with probability \(e^{-1}\approx0.37\).

### The distribution of distances

Let \(p(r)\,dr\) be the probability that the nearest neighbour lies between \(r\) and \(r+dr\). This is the decrease of \(S\) over the interval:

\[
p(r)=-\frac{dS}{dr}=2\pi n r\,e^{-\pi n r^2}.
\]

The factor \(2\pi r n\,dr\) is the mean number of defects in a thin ring. The exponential is the probability that the disk inside the ring is empty. Very small distances are rare because the ring is short; large distances are rare because a large disk is unlikely to be empty.

### The mean

The mean distance is

\[
d=\int_0^\infty r\,p(r)\,dr=-\int_0^\infty r\,\frac{dS}{dr}\,dr.
\]

Integration by parts gives

\[
d=-\Big[rS(r)\Big]_0^\infty+\int_0^\infty S(r)\,dr
=\int_0^\infty e^{-\pi n r^2}\,dr.
\]

The boundary term vanishes at the lower limit because \(r=0\), and at the upper limit because the exponential falls faster than \(r\) grows.

To evaluate the remaining integral, write \(\alpha=\pi n\) and \(I=\int_0^\infty e^{-\alpha x^2}dx\). Its square is an integral over one quadrant of a plane. In polar coordinates, with angle from 0 to \(\pi/2\),

\[
I^2=\int_0^\infty\!\!\int_0^\infty e^{-\alpha(x^2+y^2)}\,dx\,dy
=\frac{\pi}{2}\int_0^\infty e^{-\alpha\rho^2}\rho\,d\rho
=\frac{\pi}{2}\cdot\frac{1}{2\alpha}
=\frac{\pi}{4\alpha}.
\]

Since \(I\) is positive, \(I=\tfrac12\sqrt{\pi/\alpha}\). Putting \(\alpha=\pi n\) cancels the factor \(\pi\):

\[
\boxed{d=\frac{1}{2\sqrt n}=\frac{s}{2}}
\]

At the given density,

\[
d=\frac{3.1623\ \mathrm{nm}}{2}=1.58\ \mathrm{nm}=1.58\times10^{-9}\ \mathrm m.
\]

The derivation concerned one chosen defect, but it also gives the expected average over all defects. The expectation of a sum is the sum of the expectations, even when the terms are correlated. They are correlated here: two defects that are each other's nearest neighbour contribute the same distance twice.

### The spread

The mean square distance follows in the same way. Integrating by parts, again with vanishing boundary terms,

\[
\langle r^2\rangle=\int_0^\infty r^2p(r)\,dr
=\int_0^\infty2r\,e^{-\pi n r^2}\,dr
=\frac{1}{\pi n}.
\]

Its square root is the radius \(r_1\) of the first estimate. That estimate thus gave the root-mean-square distance, which is larger than the mean by the factor \(2/\sqrt\pi\approx1.13\).

Subtracting the square of the mean gives the variance:

\[
\sigma^2=\frac{1}{\pi n}-\frac{1}{4n}=\frac{4-\pi}{4\pi n},
\qquad
\sigma=\sqrt{\frac{4-\pi}{4\pi n}}=0.83\ \mathrm{nm}.
\]

The standard deviation is about half the mean, so a single spacing describes the arrangement poorly.

The median \(r_m\) is the distance exceeded with probability one half. Setting \(e^{-\pi n r_m^2}=1/2\) gives

\[
r_m=\sqrt{\frac{\ln2}{\pi n}}=1.49\ \mathrm{nm}.
\]

The most probable distance \(r_p\) is at the maximum of \(p(r)\):

\[
\frac{dp}{dr}=2\pi n\left(1-2\pi n r^2\right)e^{-\pi n r^2}=0
\quad\Longrightarrow\quad
r_p=\frac{1}{\sqrt{2\pi n}}=1.26\ \mathrm{nm}.
\]

All three measures of a typical distance lie well below \(s=3.16\ \mathrm{nm}\).

## Comparison of the two lengths

The fraction of defects with a neighbour closer than \(r\) is \(1-S(r)\). At \(r=s\), the product \(ns^2\) equals one, and

\[
1-S(s)=1-e^{-\pi}=0.957.
\]

About 96% of the defects have a neighbour closer than the inverse square root of the density. This percentage does not depend on \(n\). For random defects, \(s\) lies in the upper tail of the distribution.

Close pairs show the difference from a lattice most clearly. With \(n=0.1\ \mathrm{nm^{-2}}\) and \(r=0.5\ \mathrm{nm}\),

\[
1-S(r)=1-\exp\!\left[-\pi(0.1)(0.5)^2\right]
=1-e^{-0.0785}=0.0755.
\]

If the defects can lie anywhere in the plane, about 7.6% of them have a neighbour within half a nanometre. A square lattice of the same density has none. If two defects interact or form a joint electronic state at such a distance, the mean spacing alone does not reveal how often this happens; the distribution does.

A simulation with ten sets of 40,000 random points, joined at opposite sides, gives a mean of 1.5805 nm against the formula's 1.5811 nm. The simulated fractions are 0.0750 within 0.5 nm and 0.9576 within \(s\), against 0.0755 and 0.9568. These comparisons were tested with tolerances of 0.6% of the predicted mean, and of 0.004 and 0.003 in the respective fractions. The further simulated values are in the numerical output.

### From a measured distance to a density

Solving \(d=1/(2\sqrt n)\) for the density gives

\[
n=\frac{1}{4d^2}.
\]

The factor four is the square of the factor two between the lengths. It explains the discrepancy at the beginning: \(1/d^2=4n\).

A finite sample adds a statistical error. If \(M\) distances are measured around defects picked at random from a much larger number, so that the distances are nearly independent, the standard error of their mean, relative to \(d\), is

\[
\frac{\sigma}{d\sqrt M}=\frac{0.8265}{1.5811\sqrt M}\approx\frac{0.52}{\sqrt M}.
\]

Because \(n\) is proportional to \(d^{-2}\), a small relative error in \(d\) produces twice that relative error in \(n\). With \(M=100\), these errors are about 5% in the distance and 10% in the density. The estimate does not apply when all the defects of one small region are averaged. Their distances are then correlated, and the number of defects in the region fluctuates. For a region holding about 100 defects, the scatter is about 7% in the mean distance and 14% in the inferred density.

Defects that escape detection also matter. If each is detected independently with probability \(f\), the detected ones are again randomly distributed, with density \(fn\). Their mean nearest-neighbour distance is \(1/(2\sqrt{fn})\), and the inversion returns \(fn\), not \(n\).

## When the factor one half changes

### Correlated positions

The step that multiplied probabilities required independent positions. If defects repel one another while they form or move, close pairs are suppressed. A simple model of such an arrangement divides the plane into squares of side \(s\) and puts one defect at a random position in each. The density is still \(n\), but no two defects share a square.

The suppression can be calculated. Consider a displacement \((x,y)\) with \(|x|,|y|<s\), starting from a random point in a square. Its end remains in the same square with probability \((1-|x|/s)(1-|y|/s)\). No second defect is available there, while every other square supplies its defect with uniform density. The mean density of other defects at this displacement is therefore

\[
n\left[1-\left(1-\frac{|x|}{s}\right)\left(1-\frac{|y|}{s}\right)\right].
\]

It vanishes at zero displacement, whereas for independent defects it is \(n\) everywhere. The simulated mean nearest-neighbour distance rises to 1.99 nm, between the random value of 1.58 nm and the square-lattice value of 3.16 nm. All three arrangements have the same \(s\).

Clustering acts in the opposite direction. If every defect belongs to a pair with separation \(b\), its nearest neighbour is no farther away than \(b\). The mean is then at most \(b\), however low the density of pairs. In this case \(1/(4d^2)\) can greatly overestimate the density.

### Edges and narrow channels

Near an edge, part of the disk lies outside the material. For a defect at a straight edge of an otherwise large sheet, only half the disk can contain neighbours. The probability of finding none is \(e^{-\pi n r^2/2}\). The Gaussian integral with \(\alpha=\pi n/2\) gives

\[
d_{\mathrm{edge}}=\frac12\sqrt{\frac{\pi}{\pi n/2}}
=\frac{1}{\sqrt{2n}}=\sqrt2\,d\approx2.2\ \mathrm{nm}.
\]

The bulk result applies when most defects are farther from an edge than a few times \(d\).

In the opposite limit the channel is a long strip whose width \(w\) is much smaller than \(s\). Distances are then essentially measured along the strip, where the number of defects per unit length is \(\lambda=nw\). An interval extending a distance \(r\) to both sides has length \(2r\) and is empty with probability \(e^{-2\lambda r}\). Hence

\[
d_{\mathrm{strip}}=\int_0^\infty e^{-2\lambda r}\,dr
=\frac{1}{2\lambda}=\frac{1}{2nw}.
\]

The distance now varies as \(1/n\), not as \(1/\sqrt n\). The same one-dimensional formula describes point defects scattered at random along a line defect, such as a straight grain boundary, if \(\lambda\) is their number per unit length and only neighbours on the line are counted.

### A finite sheet and discrete atomic sites

The limit of large \(N\) is reached quickly when edges are absent. Integrating \(S_N(r)\) for 1000 defects gives 1.5813 nm, compared with 1.5811 nm in the limit. These defects occupy \(1000\times10\ \mathrm{nm^2}=10^4\ \mathrm{nm^2}\), a square of side 100 nm.

Vacancies and substitutional impurities occupy atomic sites, so their separations cannot be arbitrarily small. Take a triangular lattice of sites with the round spacing \(a=0.30\ \mathrm{nm}\). The area per site is \(\sqrt3a^2/2\), and the probability that a site holds a defect is

\[
c=n\frac{\sqrt3}{2}a^2
=0.1\times\frac{\sqrt3}{2}\times(0.30)^2=0.0078.
\]

Let each site be occupied independently. Order the sites around a chosen defect by distance, \(r_1\le r_2\le\ldots\), where these symbols now denote site distances. The nearest defect is on site \(k\) if the first \(k-1\) sites are empty and site \(k\) is occupied. Therefore

\[
d_{\mathrm{sites}}=\sum_{k=1}^{\infty}c(1-c)^{k-1}r_k .
\]

The order chosen among equally distant sites does not affect the sum. Its value is 1.59 nm, larger than the continuum result by 0.59%.

The size of this shift can be estimated. A disk of radius \(r\) covers about \(\pi r^2n/c\) sites, since \(c/n\) is the area per site. One of them is the chosen defect's own site, which cannot hold a neighbour. If the discrete shells are smoothed out, the probability of an empty disk is \((1-c)^{\pi r^2n/c-1}\). With \(\ln(1-c)\approx-c(1+c/2)\), its integral is

\[
d_{\mathrm{sites}}\approx\frac{1}{1-c}\cdot\frac{1}{2\sqrt{n(1+c/2)}}
\approx d\,(1+c)\left(1-\frac c4\right)
\approx d\left(1+\frac{3c}{4}\right).
\]

For \(c=0.0078\) the predicted increase is 0.58%, close to the result of the full sum. At this density the discreteness of the sites is thus a minor correction to the mean. It matters more for the closest pairs: the continuum formula assigns a small probability to separations below \(a\), where the lattice has no sites. The error extends to somewhat larger distances. Within 0.5 nm of a defect there are only the six nearest sites, so the fraction of defects with a neighbour that close is \(1-(1-c)^6=0.046\), not the continuum value 0.0755. For close pairs the actual list of site distances must be used.

## Calculated quantities

```
Defect density: 1.000e+13 cm^-2
Defect density: 1.000e+17 m^-2
Area per defect: 10.000 nm^2
Inverse square root of density s: 3.1623 nm
Mean nearest-neighbour distance d: 1.5811 nm
Mean nearest-neighbour distance d: 1.5811e-09 m
Ratio d/s: 0.5000
Standard deviation: 0.8265 nm
Median distance: 1.4854 nm
Most probable distance: 1.2616 nm
Fraction with neighbour within 0.5 nm: 0.0755
Fraction with neighbour within s: 0.9568
Wrong density 1/d^2: 4.000e+17 m^-2
Simulated defects per run: 40000
Simulation runs: 10
Simulated mean distance: 1.5805 nm
Simulated standard deviation: 0.8245 nm
Simulated median: 1.4871 nm
Simulated fraction within 0.5 nm: 0.0750
Simulated fraction within s: 0.9576
Finite-number check, number of defects: 1000
Finite-number mean distance: 1.5813 nm
Square-lattice nearest distance: 3.1623 nm
One-per-cell mean distance: 1.9920 nm
Triangular site spacing: 0.30 nm
Site occupation probability: 0.00779
Discrete-site mean distance: 1.5905 nm
Discrete-site relative shift: 0.59 percent
```
